# Equal loss and the phase advantage of a four-photon N00N state: test program

```python
"""
Result under test: with equal power transmission eta in both arms, an N-photon
N00N state has quantum Fisher information (QFI) N^2 eta^N for the relative phase,
N independent single photons have N eta, and the two are equal at
eta_c = N^(-1/(N-1)), which is 4^(-1/3) for N = 4.
Symbols: eta_a, eta_b = arm transmissions; phi = relative phase (rad);
visibility = factor on the coherence of the prepared state;
sigma = rms Gaussian phase noise (rad).
Loss is built from a beam-splitter unitary with a vacuum environment, and the QFI
from its spectral definition, without use of the formulas being tested.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy import constants as const


def ladder(dim):
    return np.diag(np.sqrt(np.arange(1, dim)), 1)


def loss_operators(eta, dim):
    """Environment starts in vacuum and ends with l photons, l = 0..dim-1."""
    a, one = ladder(dim), np.eye(dim)
    mode, env = np.kron(a, one), np.kron(one, a)
    angle = np.arccos(np.sqrt(eta))
    u = expm(angle * (mode.T @ env - mode @ env.T))
    u = u.reshape(dim, dim, dim, dim)
    return [u[:, l, :, 0] for l in range(dim)]


def apply_loss(rho, eta_a, eta_b, dim):
    out = np.zeros_like(rho)
    ops_b = loss_operators(eta_b, dim)
    for ka in loss_operators(eta_a, dim):
        for kb in ops_b:
            k = np.kron(ka, kb)
            out += k @ rho @ k.T
    return out


def apply_phase(rho, phi, dim, share=1.0):
    """Phase share*phi in arm a and -(1-share)*phi in arm b."""
    n = np.arange(dim)
    generator = share * np.repeat(n, dim) - (1 - share) * np.tile(n, dim)
    p = np.exp(1j * phi * generator)
    return p[:, None] * rho * p.conj()[None, :]


def noon(n_ph, visibility=1.0):
    dim = n_ph + 1
    psi = np.zeros(dim * dim, dtype=complex)
    psi[n_ph * dim] = psi[n_ph] = np.sqrt(0.5)
    pure = np.outer(psi, psi.conj())
    return visibility * pure + (1 - visibility) * np.diag(np.diag(pure))


def qfi(state, phi=0.3, h=1e-4):
    """Spectral definition; state is a function phi -> density matrix."""
    rho = state(phi)
    drho = (state(phi + h) - state(phi - h)) / (2 * h)
    lam, vec = np.linalg.eigh((rho + rho.conj().T) / 2)
    d = vec.conj().T @ drho @ vec
    total = lam[:, None] + lam[None, :]
    keep = total > 1e-10
    return 2 * np.sum(np.abs(d[keep]) ** 2 / total[keep])


def numeric_qfi(n_ph, eta_a, eta_b, share=1.0):
    dim = n_ph + 1
    lossy = apply_loss(noon(n_ph), eta_a, eta_b, dim)
    return qfi(lambda phi: apply_phase(lossy, phi, dim, share))


def info(n_ph, eta_a, eta_b, coherence=1.0):
    """Closed form for unequal arms and reduced coherence."""
    top = 2 * n_ph**2 * coherence**2 * (eta_a * eta_b) ** n_ph
    return top / (eta_a**n_ph + eta_b**n_ph)


N = 4
DIM = N + 1

# Equal-loss laws against the spectral definition
for eta in (0.35, 0.63, 0.9):
    assert abs(numeric_qfi(N, eta, eta) - N**2 * eta**N) < 1e-5
    assert abs(numeric_qfi(1, eta, eta) - eta) < 1e-6
    assert abs(numeric_qfi(N, eta, eta, 0.5) - N**2 * eta**N) < 1e-5

# Phase and loss commute in their effect on the probe
before = apply_loss(apply_phase(noon(N), 0.7, DIM), 0.6, 0.8, DIM)
after = apply_phase(apply_loss(noon(N), 0.6, 0.8, DIM), 0.7, DIM)
assert np.allclose(before, after, atol=1e-12)

# The only surviving coherence links |4,0> and |0,4>
lossy = apply_loss(noon(N), 0.7, 0.7, DIM)
off = lossy - np.diag(np.diag(lossy))
assert abs(off[N * DIM, N] - 0.7**N / 2) < 1e-12
off[N * DIM, N] = off[N, N * DIM] = 0
assert np.max(np.abs(off)) < 1e-12

# Additivity on the full state of four separate photons
single_lossy = apply_loss(noon(1), 0.63, 0.63, 2)


def four_singles(phi):
    one = apply_phase(single_lossy, phi, 2)[:3, :3]  # |1,1> is never occupied
    two = np.kron(one, one)
    return np.kron(two, two)


assert abs(qfi(four_singles) - 4 * 0.63) < 1e-5


# Photon counting after a balanced splitter reaches the QFI
def counting_information(n_ph, eta, phi=0.3, h=1e-4):
    dim = n_ph + 1
    a, one = ladder(dim), np.eye(dim)
    ma, mb = np.kron(a, one), np.kron(one, a)
    splitter = expm(1j * np.pi / 4 * (ma.T @ mb + ma @ mb.T))
    rho = apply_loss(noon(n_ph), eta, eta, dim)

    def probs(x):
        r = splitter @ apply_phase(rho, x, dim) @ splitter.conj().T
        return np.real(np.diag(r))

    p, dp = probs(phi), (probs(phi + h) - probs(phi - h)) / (2 * h)
    keep = p > 1e-10
    return np.sum(dp[keep] ** 2 / p[keep])


count4 = counting_information(N, 0.7)
count1 = counting_information(1, 0.7)
assert abs(count4 - numeric_qfi(N, 0.7, 0.7)) < 1e-5
assert abs(count1 - numeric_qfi(1, 0.7, 0.7)) < 1e-5


# Critical transmission from numerical QFI of both probes
def numeric_crossing(n_ph):
    return brentq(lambda t: numeric_qfi(n_ph, t, t)
                  - n_ph * numeric_qfi(1, t, t), 0.2, 0.99, xtol=1e-10)


crossings = {n: numeric_crossing(n) for n in (2, 3, 4)}
for n, value in crossings.items():
    assert abs(value - n ** (-1 / (n - 1))) < 1e-6
eta_c = N ** (-1 / (N - 1))
lossless_ref = brentq(lambda t: numeric_qfi(N, t, t) - N, 0.2, 0.99)
assert abs(lossless_ref - N ** (-1 / N)) < 1e-6

# Unequal arms, imperfect preparation and explicit average over phase noise
nodes, weights = np.polynomial.hermite.hermgauss(24)
for n_ph in (1, N):
    sigma, vis, ea, eb = 0.15, 0.9, 0.75, 0.55
    dim = n_ph + 1
    rho0 = apply_loss(noon(n_ph, vis), ea, eb, dim)

    def noisy(phi):
        return sum(w / np.sqrt(np.pi)
                   * apply_phase(rho0, phi + np.sqrt(2) * sigma * x, dim)
                   for x, w in zip(nodes, weights))

    formula = info(n_ph, ea, eb, vis * np.exp(-(n_ph * sigma) ** 2 / 2))
    assert abs(qfi(noisy) - formula) < 1e-5

# Worked device: silicon strip waveguides, rough typical values
wavelength_nm = 1550.0
loss_db_cm = 2.0
temperature = 300.0
detector = 0.90
prep_visibility = 0.90
thermo_optic = 1.8e-4      # effective-index change per K
delta_t = 0.010            # rms temperature difference of arms, K
arm_difference_db = 0.2
tpa_cm_gw = 0.7            # two-photon absorption coefficient
pulse_ps = 10.0
mode_area_um2 = 0.1

photon_j = const.h * const.c / (wavelength_nm * 1e-9)
photon_ev = photon_j / const.e
critical_db = -10 * np.log10(eta_c)
critical_cm = critical_db / loss_db_cm
rad_per_k_cm = 2 * np.pi * thermo_optic * 1e-2 / (wavelength_nm * 1e-9)


def device_info(length, det=1.0, vis=1.0, dt=0.0, diff_db=0.0):
    mean_db = loss_db_cm * length
    ea = det * 10 ** (-(mean_db - diff_db / 2) / 10)
    eb = det * 10 ** (-(mean_db + diff_db / 2) / 10)
    s = rad_per_k_cm * length * dt
    f_noon = info(N, ea, eb, vis * np.exp(-(N * s) ** 2 / 2))
    f_single = N * info(1, ea, eb, np.exp(-s**2 / 2))
    return f_noon, f_single


def device_crossing(**effects):
    def gap(length):
        f_noon, f_single = device_info(length, **effects)
        return f_noon - f_single
    return brentq(gap, 0.05, 3.0)


assert abs(device_crossing() - critical_cm) < 1e-9

print("N00N photon number:", N)
for n, value in crossings.items():
    print(f"numerical critical transmission, N={n}: {value:.5f}")
print(f"formula critical transmission, N=4: {eta_c:.5f}")
print(f"critical loss per arm: {critical_db:.3f} dB")
print(f"all-four survival at crossing: {eta_c**N:.4f}")
print(f"QFI of either probe at crossing: {N * eta_c:.4f}")
print(f"crossing against lossless singles: {lossless_ref:.5f}")
print(f"counting information, N00N, eta=0.7: {count4:.4f}")
print(f"counting information, one photon, eta=0.7: {count1:.4f}")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"photon energy: {photon_ev:.3f} eV")
print(f"waveguide loss: {loss_db_cm:.1f} dB/cm")
print(f"critical arm length: {critical_cm:.3f} cm")
for length in (0.5, 1.5):
    t = 10 ** (-loss_db_cm * length / 10)
    f4, f1 = numeric_qfi(N, t, t), N * numeric_qfi(1, t, t)
    assert (f4 > f1) == (length < critical_cm)
    print(f"arm {length:.1f} cm: transmission {t:.4f}")
    print(f"  all-four survival {t**N:.4f}")
    print(f"  QFI N00N {f4:.3f}, four singles {f1:.3f}")
    print(f"  QFI ratio {f4 / f1:.3f}")

print(f"detector efficiency: {detector:.2f}")
print(f"N00N preparation visibility: {prep_visibility:.2f}")
print(f"thermo-optic coefficient: {thermo_optic:.1e} 1/K")
print(f"rms arm temperature difference: {delta_t:.3f} K")
print(f"thermal phase: {rad_per_k_cm:.2f} rad/(K cm)")
print(f"rms phase at critical length: "
      f"{rad_per_k_cm * critical_cm * delta_t:.4f} rad")
print(f"loss difference of arms: {arm_difference_db:.1f} dB")
cases = {
    "detector": dict(det=detector),
    "preparation": dict(vis=prep_visibility),
    "thermal phase": dict(dt=delta_t),
    "unequal arms": dict(diff_db=arm_difference_db),
}
together = {}
for effect in cases.values():
    together.update(effect)
cases["all four effects"] = together
for name, effect in cases.items():
    length = device_crossing(**effect)
    t = 10 ** (-loss_db_cm * length / 10)
    assert length < critical_cm
    print(f"crossing with {name}: {length:.3f} cm, eta {t:.4f}")
f4, f1 = device_info(0.5, **together)
print(f"0.5 cm, all effects: N00N {f4:.3f}, singles {f1:.3f}")

# Upper estimate: four photons in one arm, no decay of intensity
intensity = N * photon_j / (pulse_ps * 1e-12) / (mode_area_um2 * 1e-12)
tpa_fraction = tpa_cm_gw * 1e-11 * intensity * critical_cm * 1e-2
occupation = 1 / np.expm1(photon_j / (const.k * temperature))
assert tpa_fraction < 1e-4 and occupation < 1e-6
print(f"two-photon absorption coefficient: {tpa_cm_gw:.1f} cm/GW")
print(f"pulse length: {pulse_ps:.0f} ps")
print(f"mode area: {mode_area_um2:.1f} um2")
print(f"two-photon absorbed fraction: {tpa_fraction:.1e}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal photons per mode: {occupation:.1e}")
print("done: every assertion held")
```

Printed output:

```
N00N photon number: 4
numerical critical transmission, N=2: 0.50000
numerical critical transmission, N=3: 0.57735
numerical critical transmission, N=4: 0.62996
formula critical transmission, N=4: 0.62996
critical loss per arm: 2.007 dB
all-four survival at crossing: 0.1575
QFI of either probe at crossing: 2.5198
crossing against lossless singles: 0.70711
counting information, N00N, eta=0.7: 3.8416
counting information, one photon, eta=0.7: 0.7000
wavelength: 1550 nm
photon energy: 0.800 eV
waveguide loss: 2.0 dB/cm
critical arm length: 1.003 cm
arm 0.5 cm: transmission 0.7943
  all-four survival 0.3981
  QFI N00N 6.370, four singles 3.177
  QFI ratio 2.005
arm 1.5 cm: transmission 0.5012
  all-four survival 0.0631
  QFI N00N 1.010, four singles 2.005
  QFI ratio 0.504
detector efficiency: 0.90
N00N preparation visibility: 0.90
thermo-optic coefficient: 1.8e-04 1/K
rms arm temperature difference: 0.010 K
thermal phase: 7.30 rad/(K cm)
rms phase at critical length: 0.0732 rad
loss difference of arms: 0.2 dB
crossing with detector: 0.775 cm, eta 0.7000
crossing with preparation: 0.851 cm, eta 0.6758
crossing with thermal phase: 0.951 cm, eta 0.6453
crossing with unequal arms: 1.001 cm, eta 0.6308
crossing with all four effects: 0.599 cm, eta 0.7591
0.5 cm, all effects: N00N 3.300, singles 2.855
two-photon absorption coefficient: 0.7 cm/GW
pulse length: 10 ps
mode area: 0.1 um2
two-photon absorbed fraction: 3.6e-08
temperature: 300 K
thermal photons per mode: 3.7e-14
done: every assertion held
```
